**Solid-state dewetting: beads without melting**

A film with through-thickness openings can become isolated particles by surface diffusion, v = B∇²κ, where v is the normal surface speed, κ the curvature and B the Mullins coefficient. At a contact angle of 90°, a small modulation of wavenumber k on a strand of radius R grows at the rate (B/R⁴)x²(1 − x²), where x = kR. The program asserts this rate against the full nonlinear axisymmetric equation, and the late ribbon-rounding rate 12B/R⁴ against a moving-curve calculation. It also asserts the hole and cap energies, the decay of ripples on a flat surface, the loss of energy by surface diffusion, and the stability threshold at a contact angle of 120°. For rough gold-like inputs at 700 K, a ribbon 20 nm thick and 200 nm wide rounds in about 61 s, and, starting from a 5% modulation at the fastest wavelength, its neck thins to a tenth of the strand radius in a further 1169 s. The lower bound on the film's melting point is 1261 K. The openings are given at the start, and the final pinch-off is an extrapolation from a 5 nm neck.

## Check in Python

```python
"""Solid-state dewetting: a film with openings becomes isolated particles by
surface diffusion, v = B * (surface Laplacian of curvature), below melting.
B = Ds*nu*gamma*Omega^2/(kT); h film thickness; w ribbon width; R strand radius;
x = wavenumber*R; theta contact angle (90 degrees in the kinetic example).
Claims tested: hole and particle energies, decay on a flat film, ribbon rounding
rate 12B/R^4, strand growth rate (B/R^4) x^2 (1-x^2), and nonlinear necking.
Simulations use B = 1 and a unit length (R for strands, h for ribbons).
Material inputs are rough, gold-like values."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

pi = np.pi

# ---------- energies of holes and caps, from the separate interfaces ----------
theta_test = np.radians(120)
g_film, g_inter = 1.4, 0.9
g_sub = g_inter + g_film * np.cos(theta_test)
cell = pi * 3000.0**2                      # large cell, film thickness 1


def hole_energy(a):
    covered = cell - pi * a**2
    thickness = cell / covered             # displaced volume is spread out
    return ((g_film + g_inter) * covered + g_sub * pi * a**2
            + g_film * 2 * pi * a * thickness - (g_film + g_inter) * cell)


a_star = 1 / (1 - np.cos(theta_test))
top = minimize_scalar(lambda a: -hole_energy(a), bounds=(0.1, 2),
                      method="bounded").x
assert abs(top / a_star - 1) < 1e-3
assert abs(brentq(hole_energy, 0.8, 3) / (2 * a_star) - 1) < 1e-3
barrier_formula = g_film * pi / (1 - np.cos(theta_test))
assert abs(hole_energy(top) / barrier_formula - 1) < 1e-3

cap_area = quad(lambda p: 2 * pi * np.sin(p), 0, theta_test)[0]
cap_volume = quad(lambda p: pi * np.sin(p)**3, 0, theta_test)[0]
cap_energy = (g_film * cap_area
              + (g_inter - g_sub) * pi * np.sin(theta_test)**2)
assert abs(cap_energy / (3 * g_film * cap_volume) - 1) < 1e-9
# radius at which caps and a film of thickness 1 cost the same per volume
film_cost = g_film + g_inter - g_sub
equal_radius = brentq(lambda r: cap_energy / (cap_volume * r) - film_cost,
                      0.1, 20)
assert abs(equal_radius / (3 / (1 - np.cos(theta_test))) - 1) < 1e-9


# ---------- energy of a modulated strand at fixed volume ----------
def strand_energy_change(x, eps, a=0.01):
    """Energy change per length over pi a^2/2; gamma = 1 + eps cos(4 slope)."""
    z = np.arange(400) * 2 * pi / x / 400
    r = np.sqrt(1 - a**2 / 2) + a * np.cos(x * z)
    slope = -a * x * np.sin(x * z)
    gam = 1 + eps * np.cos(4 * np.arctan(slope))
    energy = np.mean(gam * 2 * pi * r * np.sqrt(1 + slope**2))
    return (energy - 2 * pi * (1 + eps)) / (pi * a**2 / 2)


for eps in (0.0, 0.02, -0.02):
    for x in (0.6, 1.4):
        expected = (1 - 15 * eps) * x**2 - (1 + eps)
        assert abs(strand_energy_change(x, eps) - expected) < 3e-3


# ---------- full axisymmetric surface diffusion, u = r^2 ----------
def geometry(u, dz):
    r = np.sqrt(np.maximum(u, 1e-8))
    p = np.pad(r, 1, mode="edge")          # mirror planes at both ends
    slope = (p[2:] - p[:-2]) / (2 * dz)
    q = np.sqrt(1 + slope**2)
    curv = 1 / (r * q) - (p[2:] - 2 * r + p[:-2]) / dz**2 / q**3
    r_face = (r[1:] + r[:-1]) / 2
    q_face = np.sqrt(1 + (np.diff(r) / dz)**2)
    return r, q, r_face, q_face, np.diff(curv) / dz


def u_rate(t, u, dz):
    r, q, r_face, q_face, curv_z = geometry(u, dz)
    flow = np.concatenate(([0.0], r_face / q_face * curv_z, [0.0]))
    return 2 * np.diff(flow) / dz


def evolve(u, dz, t_end, events=None):
    return solve_ivp(u_rate, (0, t_end), u, method="LSODA", args=(dz,),
                     rtol=1e-7, atol=1e-10, lband=2, uband=2, events=events)


def measured_growth(x, n=100, amp=1e-3):
    dz = pi / x / n
    mode = np.cos(x * (np.arange(n) + 0.5) * dz)
    sol = evolve((1 + amp * mode)**2, dz, 1.0)
    final = 2 * np.mean(np.sqrt(sol.y[:, -1]) * mode)
    return np.log(final / amp)


rates = {x: measured_growth(x) for x in (0.5, 1 / np.sqrt(2), 1.2)}
for x, value in rates.items():
    assert abs(value - x**2 * (1 - x**2)) < 3e-3

# nearly flat surface: a very thick cylinder with a short ripple
n, k = 200, 1.5
dz = pi / k / n
mode = np.cos(k * (np.arange(n) + 0.5) * dz)
u = (1000 + 0.01 * mode)**2
ripple_rate = 2 * np.mean(u_rate(0, u, dz) / (2 * np.sqrt(u)) * mode) / 0.01
assert abs(ripple_rate / (-k**4) - 1) < 0.01

# loss of area equals the integral of the squared curvature gradient
dz = pi * np.sqrt(2) / n
u = (1 + 0.3 * np.cos((np.arange(n) + 0.5) * dz / np.sqrt(2)))**2


def strand_area(u):
    r, q = geometry(u, dz)[:2]
    return np.sum(2 * pi * r * q) * dz


step = 1e-5
du = u_rate(0, u, dz)
area_rate = (strand_area(u + step * du) - strand_area(u - step * du)) / (2 * step)
_, _, r_face, q_face, curv_z = geometry(u, dz)
dissipation = np.sum(2 * pi * r_face * curv_z**2 / q_face) * dz
assert area_rate < 0 and abs(area_rate / (-dissipation) - 1) < 0.01


def breakup(n, amp):
    """Run the fastest mode until the neck radius is 0.1 R."""
    dz = pi * np.sqrt(2) / n
    z = (np.arange(n) + 0.5) * dz

    def thin(t, u, dz):
        return np.min(u) - 0.01
    thin.terminal = True
    start = (1 + amp * np.cos(z / np.sqrt(2)))**2
    sol = evolve(start, dz, 60.0, thin)
    assert sol.status == 1                 # the neck really got that thin
    end = sol.y[:, -1]
    assert abs(end.sum() / start.sum() - 1) < 1e-5
    neck = np.sqrt(np.maximum(sol.y.min(axis=0), 0))
    t_02 = sol.t[np.argmax(neck < 0.2)]
    i = int(np.argmin(end))
    main_radius = (1.5 * np.sum(end[:i]) * dz)**(1 / 3)
    return (sol.t[-1], sol.t[-1] - t_02, z[i] / (2 * pi * np.sqrt(2)),
            np.sum(end[i + 1:]) / end.sum(), main_radius)


t_coarse = breakup(80, 0.05)[0]
t_break, t_last, neck_place, satellite, rp_unit = breakup(160, 0.05)
assert abs(t_coarse / t_break - 1) < 0.02
t_smooth = breakup(80, 0.01)[0]


# ---------- ribbon cross-section, mirrored in the substrate ----------
def round_ribbon(width):
    """Closed curve moved by surface diffusion; lengths in h, time in h^4/B."""
    a, m = width / 2, int(5 * width)
    s, v = np.arange(10) / 10 * 2 - 1, a - np.arange(m) / m * width
    X = np.concatenate((np.full(10, a), v, np.full(10, -a), -v))
    Y = np.concatenate((s, np.ones(m), -s, -np.ones(m)))
    N = len(X)
    j = np.arange(N)
    jn = (j + 1) % N
    t, count, log = 0.0, 0, []

    def area():
        return 0.5 * np.sum(X * Y[jn] - X[jn] * Y)
    area0 = area()
    while True:
        tau = min(0.02, 1e-4 * 1.03**count)
        inv = 1 / np.hypot(X[jn] - X, Y[jn] - Y)
        K = np.zeros((N, N))
        K[j, j] = inv + np.roll(inv, 1)
        K[j, jn] = -inv
        K[jn, j] = -inv
        nx = 0.5 * (np.roll(Y, -1) - np.roll(Y, 1))
        ny = -0.5 * (np.roll(X, -1) - np.roll(X, 1))
        M = np.zeros((3 * N, 3 * N))
        M[j, j], M[j, N + j] = nx, ny
        M[:N, 2 * N:] = tau * K
        M[N:2 * N, :N] = -K
        M[2 * N:, N:2 * N] = -K
        M[N + j, 2 * N + j], M[2 * N + j, 2 * N + j] = nx, ny
        rhs = np.concatenate((nx * X + ny * Y, np.zeros(2 * N)))
        new = np.linalg.solve(M, rhs)
        X, Y = new[:N], new[N:2 * N]
        t, count = t + tau, count + 1
        log.append((t, X.max(), Y.max()))
        if X.max() / Y.max() < 1.04:
            break
        assert count < 2500
    assert abs(area() / area0 - 1) < 0.01
    log = np.array(log)
    ratio = log[:, 1] / log[:, 2]
    t_round = log[np.argmax(ratio < 1.05), 0]
    late = ratio < 1.10
    ellipse = (ratio[late] - 1) / (ratio[late] + 1)
    decay = -np.polyfit(log[late, 0], np.log(ellipse), 1)[0]
    return t_round, decay, np.sqrt(area() / pi)


t_round_unit, decay, r_round = round_ribbon(10)
assert abs(decay * r_round**4 / 12 - 1) < 0.04


# ---------- strand stability at another contact angle ----------
def angle_rate(x, theta, n=100):
    """Largest growth rate in B/R^4 (finite elements around the strand)."""
    d = 2 * theta / n
    off = np.eye(n + 1, k=1) + np.eye(n + 1, k=-1)
    end = np.ones(n + 1)
    end[[0, -1]] = 0.5
    stiff = (2 * np.diag(end) - off) / d
    mass = d * (4 * np.diag(end) + off) / 6
    energy = stiff + (x**2 - 1) * mass
    energy[0, 0] -= 1 / np.tan(theta)
    energy[-1, -1] -= 1 / np.tan(theta)
    drag = mass @ np.linalg.solve(stiff + x**2 * mass, mass)
    return eigh(-energy, (drag + drag.T) / 2, eigvals_only=True)[-1]


assert abs(angle_rate(0.7, pi / 2) - 0.49 * 0.51) < 1e-3
q_root = brentq(lambda q: q * np.sin(q * theta_test)
                + np.cos(q * theta_test) / np.tan(theta_test),
                1e-6, pi / (2 * theta_test))
x_limit = np.sqrt(1 - q_root**2)
assert angle_rate(0.99 * x_limit, theta_test) > 0
assert angle_rate(1.01 * x_limit, theta_test) < 0
best = minimize_scalar(lambda x: -angle_rate(x, theta_test),
                       bounds=(0.2, x_limit), method="bounded")
rate_120 = -best.fun
r4_ratio = ((pi / 2) / (theta_test - np.sin(theta_test)
                        * np.cos(theta_test)))**2
time_120 = 0.25 / rate_120 * r4_ratio      # same cross-section area

# ---------- worked example, SI inside, nm for printing ----------
nm, eV, kB = 1e-9, const.e, const.k
T, T_melt = 700.0, 1337.0
h, w, gap = 20 * nm, 200 * nm, 50 * nm
gamma, gamma_liq = 1.4, 1.1
omega, D0, Q = 1.7e-29, 1e-6, 1.0
density, latent = 1.93e4, 6.4e4
nu = omega**(-2 / 3)


def diffusivity(T):
    return D0 * np.exp(-Q * eV / (kB * T))


def mobility(T):
    return diffusivity(T) * nu * gamma * omega**2 / (kB * T)


B = mobility(T)
R = np.sqrt(2 * w * h / pi)
lam = 2 * pi * np.sqrt(2) * R
Rp = rp_unit * R
t_round = t_round_unit * h**4 / B
t_strand = t_break * R**4 / B
total = t_round + t_strand
pitch = w + gap
stages = [gamma, gamma * (w + 2 * h) / pitch, gamma * pi * R / pitch]
sat_volume = satellite * pi * R**2 / 2 * lam
r_sat = (1.5 * sat_volume / pi)**(1 / 3)
stages.append(gamma * 2 * pi * (Rp**2 + r_sat**2) / (lam * pitch))
assert all(a > b for a, b in zip(stages, stages[1:]))
assert t_round < 0.2 * t_strand and 2 * Rp < pitch and 2 * Rp < lam
t_liquid = np.sqrt(density * R**3 / gamma_liq)
melt_length = gamma / (density * latent)
T_film_bound = T_melt * (1 - melt_length / h)
neck_bound = 2 * melt_length / (1 - T / T_melt)
neck_likely = neck_bound * (gamma - gamma_liq) / gamma
assert T < T_film_bound and t_liquid < 1e-6 * t_strand
bulk_D = 1e-5 * np.exp(-1.8 * eV / (kB * T))
bulk_ratio = bulk_D * R / (diffusivity(T) * omega**(1 / 3))
stress, modulus = 3e8, 1.5e11
stress_ratio = stress**2 / modulus * h / gamma

print(f"temperature {T:.0f} K; bulk melting point {T_melt:.0f} K")
print(f"T / T_melt = {T / T_melt:.3f}")
print(f"film h = {h/nm:.0f} nm, ribbon w = {w/nm:.0f} nm, gap = {gap/nm:.0f} nm")
print(f"surface energy: solid {gamma} J/m2, liquid {gamma_liq} J/m2")
print(f"atomic volume {omega/nm**3:.4f} nm3; site density {nu*nm**2:.2f} /nm2")
print(f"D0 = {D0:.1e} m2/s, activation energy Q = {Q:.2f} eV")
print(f"density {density:.3g} kg/m3, latent heat {latent:.2g} J/kg")
print(f"surface diffusivity Ds = {diffusivity(T)/nm**2:.3e} nm2/s")
print(f"Mullins coefficient B = {B/nm**4:.3e} nm4/s")
print(f"hole barrier radius (90 deg) = {h/nm:.0f} nm")
print(f"hole cannot heal above radius {2*h/nm:.0f} nm")
print(f"channel cannot heal above width {2*h/nm:.0f} nm")
print(f"hole barrier = {gamma*pi*h**2/eV:.3e} eV; kT = {kB*T/eV:.4f} eV")
print(f"particles beat film above radius {3*h/nm:.0f} nm")
print(f"rounding time = {t_round_unit:.2f} h^4/B = {t_round:.1f} s")
print(f"late rounding rate (simulation) = {decay*r_round**4:.2f} B/R^4")
print(f"strand radius R = {R/nm:.1f} nm")
print(f"threshold wavelength = {2*pi*R/nm:.0f} nm")
print(f"fastest wavelength = {lam/nm:.0f} nm")
print(f"fastest growth rate = {B/(4*R**4):.3e} 1/s")
for x, value in rates.items():
    print(f"simulated growth at x = {x:.3f}: {value:.4f} B/R^4")
print(f"breakup time (5% start, neck 0.1 R) = {t_break:.2f} R^4/B")
print(f"breakup time = {t_strand:.0f} s")
print(f"last part, neck 0.2 R to 0.1 R = {t_last*R**4/B:.3f} s")
print(f"neck position from bulge = {neck_place:.3f} wavelengths")
print(f"satellite volume share = {100*satellite:.2f} %")
print(f"main particle radius = {Rp/nm:.1f} nm")
print(f"total time = {total:.0f} s = {total/60:.1f} min")
for temp in (600, 700, 800):
    print(f"total time at {temp} K = {total*B/mobility(temp):.3g} s")
for name, value in zip(("level film", "ribbons", "strands", "particles"), stages):
    print(f"energy per substrate area, {name}: {value:.3f} J/m2")
print(f"liquid strand time scale = {t_liquid:.2e} s")
print(f"solid breakup / liquid time scale = {t_strand/t_liquid:.1e}")
print(f"film melting point, lower bound = {T_film_bound:.0f} K")
print(f"neck radius that could melt: bound {neck_bound/nm:.1f} nm")
print(f"neck radius that could melt: estimate {neck_likely/nm:.1f} nm")
print(f"120 deg: threshold x = {x_limit:.3f}, top rate {rate_120:.3f} B/R^4")
print(f"120 deg: growth time / 90 deg time, same area = {time_120:.2f}")
for eps in (0.02, -0.02):
    print(f"anisotropy {eps:+.2f}: top rate x {(1+eps)**2/(1-15*eps):.2f}")
print(f"bulk / surface diffusion transport = {bulk_ratio:.1e}")
print(f"stress {stress/1e6:.0f} MPa, biaxial modulus {modulus/1e9:.0f} GPa")
print(f"stress energy / surface energy = {100*stress_ratio:.1f} %")
print(f"Q error of 0.1 eV changes time by factor {np.exp(0.1*eV/(kB*T)):.1f}")
print(f"1% start instead of 5%: breakup {t_smooth*R**4/B:.0f} s")
print("tests ok")
```

Printed output:

```
temperature 700 K; bulk melting point 1337 K
T / T_melt = 0.524
film h = 20 nm, ribbon w = 200 nm, gap = 50 nm
surface energy: solid 1.4 J/m2, liquid 1.1 J/m2
atomic volume 0.0170 nm3; site density 15.13 /nm2
D0 = 1.0e-06 m2/s, activation energy Q = 1.00 eV
density 1.93e+04 kg/m3, latent heat 6.4e+04 J/kg
surface diffusivity Ds = 6.314e+04 nm2/s
Mullins coefficient B = 3.998e+04 nm4/s
hole barrier radius (90 deg) = 20 nm
hole cannot heal above radius 40 nm
channel cannot heal above width 40 nm
hole barrier = 1.098e+04 eV; kT = 0.0603 eV
particles beat film above radius 60 nm
rounding time = 15.30 h^4/B = 61.2 s
late rounding rate (simulation) = 11.93 B/R^4
strand radius R = 50.5 nm
threshold wavelength = 317 nm
fastest wavelength = 448 nm
fastest growth rate = 1.541e-03 1/s
simulated growth at x = 0.500: 0.1875 B/R^4
simulated growth at x = 0.707: 0.2501 B/R^4
simulated growth at x = 1.200: -0.6334 B/R^4
breakup time (5% start, neck 0.1 R) = 7.21 R^4/B
breakup time = 1169 s
last part, neck 0.2 R to 0.1 R = 1.065 s
neck position from bulge = 0.498 wavelengths
satellite volume share = 0.00 %
main particle radius = 95.0 nm
total time = 1231 s = 20.5 min
total time at 600 K = 1.67e+04 s
total time at 700 K = 1.23e+03 s
total time at 800 K = 177 s
energy per substrate area, level film: 1.400 J/m2
energy per substrate area, ribbons: 1.344 J/m2
energy per substrate area, strands: 0.888 J/m2
energy per substrate area, particles: 0.708 J/m2
liquid strand time scale = 1.50e-09 s
solid breakup / liquid time scale = 7.8e+11
film melting point, lower bound = 1261 K
neck radius that could melt: bound 4.8 nm
neck radius that could melt: estimate 1.0 nm
120 deg: threshold x = 0.898, top rate 0.166 B/R^4
120 deg: growth time / 90 deg time, same area = 0.58
anisotropy +0.02: top rate x 1.49
anisotropy -0.02: top rate x 0.74
bulk / surface diffusion transport = 3.4e-03
stress 300 MPa, biaxial modulus 150 GPa
stress energy / surface energy = 0.9 %
Q error of 0.1 eV changes time by factor 5.2
1% start instead of 5%: breakup 2207 s
tests ok
```
